# The Jackson kernel as the positive Chebyshev kernel of least averaged width

A spectral function $f(x)$ lives on $-1<x<1$, where $x=(E-b)/a$ is a scaled energy. The centre $b$ and half-width $a$ are chosen so that the whole spectrum lies inside this interval. Outside it the Chebyshev polynomials $T_n(\cos\varphi)=\cos n\varphi$ grow exponentially with $n$, and the method fails. Suppose that $N\ge2$ moments are known,

$$\mu_n=\int_{-1}^{1}f(x)\,T_n(x)\,dx,\qquad n=0,\dots,N-1 .$$

With respect to the weight $1/(\pi\sqrt{1-x^2})$ the $T_n$ are orthogonal, with squared norm 1 for $n=0$ and $1/2$ for $n\ge1$. Hence $f$ has the expansion $[\mu_0+2\sum_{n\ge1}\mu_nT_n(x)]/(\pi\sqrt{1-x^2})$. We truncate it and multiply each $\mu_n$ by a real damping factor $g_n$. This is the same as replacing $\delta(x-y)$ in $f(x)=\int\delta(x-y)f(y)\,dy$ by

$$K(x,y)=\frac{1}{\pi\sqrt{1-x^2}}\Big[g_0+2\sum_{n=1}^{N-1}g_nT_n(x)T_n(y)\Big].$$

Integration over $x$ leaves $g_0$, so conservation of spectral weight requires $g_0=1$. The remaining factors are to be chosen so that $K\ge0$ and peaks are as narrow as possible in the mean-square sense defined in part (a). Throughout, $M=N+1$ and $\alpha=\pi/M$.

## (a) Positivity and a measure of width

**Question.** Write $x=\cos\varphi$, $y=\cos\theta$, with both angles between 0 and $\pi$. Express the condition $K\ge0$ through a function of one angle. Then find the mean of $(x-y)^2$ under $K$, averaged over uniformly distributed $\theta$.

**Solution.** Define the even function

$$p(\varphi)=1+2\sum_{n=1}^{N-1}g_n\cos n\varphi .$$

Since $2\cos n\varphi\cos n\theta=\cos n(\varphi-\theta)+\cos n(\varphi+\theta)$, the bracket in $K$ is half the sum of two copies of $p$:

$$K(x,y)\,\sin\varphi=\frac{p(\varphi-\theta)+p(\varphi+\theta)}{2\pi}.$$

If $p\ge0$, then $K\ge0$. Conversely, let $y\to1$, so that $\theta\to0$. The right side becomes $p(\varphi)/\pi$, so $K\ge0$ for all $y$ forces $p\ge0$. The two conditions are equivalent.

Let $\langle F\rangle=\int K(x,y)F(x)\,dx$. With $dx/\sqrt{1-x^2}\to d\varphi$,

$$\langle F\rangle=\frac1\pi\int_0^\pi F(\cos\varphi)\Big[1+2\sum_{n=1}^{N-1} g_n\cos n\varphi\cos n\theta\Big]d\varphi .$$

For $F=x=\cos\varphi$ only $n=1$ survives. For $F=x^2=(1+\cos2\varphi)/2$ the constant and $n=2$ survive. Using $\int_0^\pi\cos^2n\varphi\,d\varphi=\pi/2$,

$$\langle x\rangle=g_1y,\qquad \langle x^2\rangle=\tfrac12\big[1+g_2\cos2\theta\big],$$

with $g_2=0$ if $N=2$. Therefore

$$\langle(x-y)^2\rangle=\tfrac12+\tfrac12g_2\cos2\theta-2g_1\cos^2\theta+\cos^2\theta .$$

Over uniform $\theta$, $\cos2\theta$ averages to 0 and $\cos^2\theta$ to $1/2$, so the averaged square displacement is

$$W=1-g_1 .$$

This is the width to be minimised. It is a choice: uniform $\theta$ weights peak positions by $dy/(\pi\sqrt{1-y^2})$, the Chebyshev weight. Positivity is essential to the problem. Sharp truncation, $g_n=1$, gives $W=0$, but there positive and negative parts of the kernel cancel, and $W$ does not measure a width.

## (b) The largest possible $g_1$

**Question.** How large can $g_1$ be if $p\ge0$, and how many kernels can reach that value?

**Solution.** Take the $M$ equally spaced angles $\varphi_k=(2k+1)\pi/M$, $k=0,\dots,M-1$. For an integer $n$ with $0<|n|<M$, the geometric sum gives

$$\frac1M\sum_{k=0}^{M-1}e^{in\varphi_k}=\frac{e^{in\pi/M}}{M}\,\frac{1-e^{2\pi in}}{1-e^{2\pi in/M}}=0 .$$

The average over these nodes therefore equals the average over the circle for every trigonometric polynomial of degree below $M$. The function $p\cos\varphi$ has degree at most $N=M-1$, and its circle average is $g_1$, because $2g_1\cos^2\varphi$ averages to $g_1$. The circle average of $p$ is 1. Hence

$$g_1=\frac1M\sum_kp(\varphi_k)\cos\varphi_k\;\le\;\cos\alpha\;\frac1M\sum_kp(\varphi_k)=\cos\alpha .$$

The inequality uses $p(\varphi_k)\ge0$ and the fact that the nodes nearest to zero angle are $\pm\alpha$, so that no $\cos\varphi_k$ exceeds $\cos\alpha$.

Equality requires $p=0$ at each of the other $M-2=N-1$ nodes. A smooth nonnegative function also has zero slope where it vanishes, so these are double zeros. With $z=e^{i\varphi}$, the product $z^{N-1}p$ is a polynomial in $z$ of degree at most $2(N-1)$. The $N-1$ double zeros fix it up to a constant factor, and the unit average of $p$ fixes that factor. At most one kernel reaches the bound.

## (c) Constructing the kernel

**Question.** Find a nonnegative $p$ that reaches the bound, and its coefficients $g_n$.

**Solution.** Nonnegativity is guaranteed by the form

$$p(\varphi)=\Big|\sum_{\nu=0}^{N-1}a_\nu e^{i\nu\varphi}\Big|^2,\qquad a_\nu\ \text{real}.$$

Multiplying out and collecting the terms $e^{\pm in\varphi}$ gives

$$g_n=\sum_{\nu=0}^{N-1-n}a_\nu a_{\nu+n},\qquad \sum_{\nu=0}^{N-1} a_\nu^2=1 .$$

To make $g_1$ stationary under the norm condition, differentiate $\sum a_\nu a_{\nu+1}-\lambda\sum a_\nu^2$ with respect to $a_\nu$:

$$a_{\nu-1}+a_{\nu+1}=2\lambda a_\nu,\qquad a_{-1}=a_N=0 .$$

Multiplying by $a_\nu$ and summing gives $2g_1=2\lambda$, so $g_1=\lambda$. The equation is that of a particle hopping on $N$ sites between hard walls. Because $\sin\nu\beta+\sin(\nu+2)\beta=2\cos\beta\,\sin(\nu+1)\beta$, it is solved by $a_\nu\propto\sin(\nu+1)\beta$ with $\lambda=\cos\beta$. The wall at $\nu=N$ requires $\sin M\beta=0$. The choice $\beta=\alpha$ gives $g_1=\cos\alpha$, which is the bound of part (b). This is therefore the unique optimum.

For the norm, $\sum_{j=0}^{M-1}\sin^2j\alpha=\frac12\sum_{j=0}^{M-1}(1-\cos2j\alpha)=M/2$, since the cosines run over a full period. Thus

$$a_\nu=\sqrt{2/M}\,\sin(\nu+1)\alpha .$$

Put $j=\nu+1$ and use $2\sin A\sin B=\cos(A-B)-\cos(A+B)$:

$$g_n=\frac1M\sum_{j=1}^{N-n}\big[\cos n\alpha-\cos(2j+n)\alpha\big].$$

The second sum telescopes after multiplication by $2\sin\alpha$, because $2\sin\alpha\cos(2j+n)\alpha=\sin(2j+n+1)\alpha-\sin(2j+n-1)\alpha$. The end terms are

$$\sin(2N-n+1)\alpha-\sin(n+1)\alpha=-2\sin(n+1)\alpha ,$$

where $2N-n+1=2M-(n+1)$ and $2M\alpha=2\pi$ were used. The sum is thus $-\sin(n+1)\alpha/\sin\alpha$, and

$$g_n=\frac1M\Big[(N-n)\cos n\alpha+\frac{\sin(n+1)\alpha}{\sin\alpha}\Big].$$

Expanding $\sin(n+1)\alpha=\sin n\alpha\cos\alpha+\cos n\alpha\sin\alpha$ gives the Jackson factors

$$\boxed{g_n=\frac{(M-n)\cos n\alpha+\sin n\alpha\,\cot\alpha}{M}},\qquad M=N+1,\quad\alpha=\frac{\pi}{N+1}.$$

For $N=8$ they fall smoothly: 1.0000, 0.9397, 0.7920, 0.5977, 0.3971, 0.2235, 0.0977, 0.0260. A numerical search over positive kernels, which does not use this formula, finds the same factors to within $10^{-4}$.

## (d) The width of a delta peak

**Question.** What standard deviation $\sigma(y)$ does a delta peak at $y$ acquire? Examine the centre and the edges of the band.

**Solution.** From part (a), with $\cos2\theta=2y^2-1$,

$$\sigma^2=\langle x^2\rangle-\langle x\rangle^2=\frac{1-g_2}{2}+y^2(g_2-g_1^2).$$

The Jackson formula at $n=2$, with $\sin2\alpha\cot\alpha=2\cos^2\alpha=1+\cos2\alpha$, gives

$$Mg_2=(N-1)\cos2\alpha+1+\cos2\alpha=N\cos2\alpha+1 .$$

Inserting $\cos2\alpha=1-2\sin^2\alpha$ yields $g_2=1-(2N/M)\sin^2\alpha$. Since $g_1^2=1-\sin^2\alpha$,

$$g_2-g_1^2=\Big(1-\frac{2N}{M}\Big)\sin^2\alpha=-\frac{N-1}{M}\sin^2\alpha ,$$

and therefore

$$\boxed{\sigma(y)=\sin\frac{\pi}{N+1}\,\sqrt{\frac{N-(N-1)y^2}{N+1}}}.$$

At the centre, expansion in $1/N$ gives

$$\sigma(0)=\sin\alpha\sqrt{\frac{N}{N+1}}\simeq\frac{\pi}{N}\Big(1-\frac{3}{2N}\Big).$$

The relative correction $3/(2N)$ consists of $1/N$ from $\pi/(N+1)$ and $1/(2N)$ from the square root. For $N=32$, 128 and 512 the ratio of $\sigma(0)$ to $\pi/N$ is 0.953, 0.988 and 0.997.

Away from the edges, $\sigma\simeq(\pi/N)\sqrt{1-y^2}$: the resolution is nearly uniform in angle, and $dx=-\sin\varphi\,d\varphi$ compresses it in energy. At $y=\pm1$ the root becomes $1/\sqrt{N+1}$, so $\sigma\simeq\pi/N^{3/2}$. For $N=128$ this edge width is 0.0021, against 0.0243 at the centre. The mean position is $y\cos\alpha$, so the mean of a peak is pulled inwards by the relative amount $1-\cos\alpha\simeq\pi^2/(2N^2)$. The maximum in $x$ moves the other way, because the factor $1/\sqrt{1-x^2}$ rises towards the edges. For $y=0.8$ and $N=128$ the mean shifts by $-2.4\times10^{-4}$ and the maximum by $+5.1\times10^{-4}$.

## (e) The shape of the peak

**Question.** Sum the series for $p$. Is $\pi/N$ also the full width at half maximum?

**Solution.** Let $s_j=\sin j\alpha$ and $S=\sum_{j=1}^{N}s_jz^j$ with $z=e^{i\varphi}$. Multiply $S$ by $1-2z\cos\alpha+z^2$. The coefficient of $z^k$ is $s_k-2\cos\alpha\,s_{k-1}+s_{k-2}$, which vanishes for $2\le k\le N+1$ because $s_0=s_{N+1}=0$. What remains is $s_1z$ and $s_Nz^{N+2}$, with $s_1=s_N=\sin\alpha$:

$$S\,(1-2z\cos\alpha+z^2)=z\sin\alpha\,(1+z^M).$$

On the unit circle $|1+z^M|=2|\cos(M\varphi/2)|$ and $|1-2z\cos\alpha+z^2|=2|\cos\varphi-\cos\alpha|$. Since $p=(2/M)|S|^2$,

$$p(\varphi)=\frac{2\sin^2\alpha}{M}\,\frac{\cos^2(M\varphi/2)}{(\cos\varphi-\cos\alpha)^2}.$$

At $\varphi=\pm\alpha$ numerator and denominator vanish together and $p$ stays finite.

Now set $\varphi=u/M$ with $u$ fixed and $M$ large. Then $\cos\varphi-\cos\alpha\simeq(\pi^2-u^2)/(2M^2)$ and $\sin^2\alpha\simeq\pi^2/M^2$, so that

$$p\simeq\frac{8M}{\pi^2}\left[\frac{\cos(u/2)}{1-u^2/\pi^2}\right]^2 .$$

The bracket squared equals $1/2$ at $u=3.735$. For a peak at $y=0$ we have $x\simeq u/M$ near the maximum, so the full width at half maximum is about $7.47/M$. For $N=128$ it is 0.0579, or $2.39\,\sigma$; a Gaussian has $2.35\,\sigma$. The width $\pi/N$ is thus a standard deviation, not a full width.

At $x=y=0$ the second copy, $p(\pi)$, is of order $M^{-3}$ at most, so the height is $K(0,0)\simeq p(0)/(2\pi)\simeq4M/\pi^3$. For $N=128$ it is 16.6, and a Gaussian of equal $\sigma$ has 16.4.

## (f) Is it the narrowest kernel at the centre?

**Question.** Suppose that only the peak at $y=0$ matters. Can a positive kernel have a smaller $\sigma$ there? Take even $N\ge4$.

**Solution.** At $y=0$ we have $\sigma^2=(1-g_2)/2$, so $g_2$ should be maximised instead of $g_1$. Since $\cos(n\pi/2)$ vanishes for odd $n$ and equals $(-1)^m$ for $n=2m$,

$$\pi\sin\varphi\,K(x,0)=1+2\sum_{m=1}^{D}(-1)^mg_{2m}\cos2m\varphi,\qquad D=\frac N2-1 .$$

With $\psi=2\varphi+\pi$ this becomes $1+2\sum_m g_{2m}\cos m\psi$, a nonnegative polynomial of degree $D$ on the full circle. Part (b) applies with $N-1$ replaced by $D$, hence $M$ by $D+2=(N+2)/2$:

$$g_2\le\cos\frac{2\pi}{N+2}\quad\Longrightarrow\quad\sigma(0)\ge\sin\frac{\pi}{N+2}.$$

This limit is slightly below the Jackson width: 0.309 against 0.322 for $N=8$. For $N=128$ the Jackson width is 0.4 % above it. To leading order the relative excess is $2/N-3/(2N)=1/(2N)$, so $\pi/N$ is the optimal leading behaviour at the centre too.

The limit is reached by giving the even factors $g_{2m}$ the Jackson values for $N/2$ moments and setting the odd ones to zero. Then $p$ has period $\pi$, and a peak at $y$ acquires an equal partner near $-y$. The two coincide at $y=0$. Elsewhere this kernel returns only the part of $f$ that is even in $x$; it has $g_1=0$ and $W=1$. It therefore fails for a general spectrum. If $f(-x)=f(x)$, as in part (g), the odd moments vanish and the odd factors have no effect on the result. The odd factors are not forced to vanish, however. Multiplying this $p$ by $1+\cos\varphi\ge0$ keeps it nonnegative, raises its degree to $2D+1=N-1$ and adds only odd harmonics, so the even factors and $\sigma(0)$ are unchanged. Its $g_1$ is the circle average of the period-$\pi$ function times $\cos^2\varphi$, which is $(1+g_2)/2$. Hence $W=\sin^2[\pi/(N+2)]\simeq\pi^2/N^2$, about twice the Jackson value $1-\cos\alpha\simeq\pi^2/(2N^2)$. "Minimal width" for the Jackson kernel therefore refers to the average $W$.

## (g) A five-site chain

**Question.** An open chain of five sites has site energy zero and hopping $t=0.05$ hartree. Take $a=0.125$ hartree, $b=0$ and $N=128$. Find the broadened spectral function of the end site near $E=0$, compare other damping factors, and find the $N$ needed for $\sigma=0.001$ hartree.

**Solution.** With $X=H/a$ and the end-site state $|1\rangle$, the moments are $\mu_n=\langle1|T_n(X)|1\rangle$. They follow from $T_{n+1}(X)|1\rangle=2X\,T_n(X)|1\rangle-T_{n-1}(X)|1\rangle$, which needs only matrix-vector products. For example,

$$\mu_2=2\langle1|X^2|1\rangle-1=2\Big(\frac{0.05}{0.125}\Big)^2-1=-0.68 .$$

Diagonalization gives levels at $0$, $\pm0.0500$ and $\pm0.0866$ hartree, with end-site weights 0.3333, 0.2500 and 0.0833.

Energy widths are $a$ times widths in $x$. The central level acquires

$$\sigma_E=0.125\times0.02426=0.00303\ \text{hartree},$$

close to $a\pi/N=0.00307$ hartree and far below the level spacing. A density in energy is the density in $x$ divided by $a$, so the peak height is

$$\frac{0.3333\times16.64}{0.125}\simeq44.4\ \text{hartree}^{-1}.$$

The weight within 0.025 hartree of $E=0$ is 0.3333, as it should be. This broadening reflects the finite number of moments; it is not a physical lifetime.

On the sampled energies with $|x|<0.95$ the Jackson result stays positive. Sharp truncation falls to $-24.4$ hartree$^{-1}$, which is impossible for a spectral density.

Positivity alone does not give a small standard deviation. Constant $a_\nu=1/\sqrt N$ in part (c) yields the Fejér factors $g_n=1-n/N$, also positive. At the centre they give $\sigma^2=(1-g_2)/2=1/N$, hence $\sigma=0.088$ for $N=128$, 3.6 times the Jackson width. The reason is the identity $1-g_2=\frac12\sum_\nu(a_{\nu+2}-a_\nu)^2$, with $a_\nu=0$ outside $0\le\nu\le N-1$ and the sum over all integers $\nu$. For the constant sequence only the four terms at the abrupt ends contribute, $1/N$ each, so $1-g_2=2/N$. The sine vanishes at both walls, every difference is at most of order $N^{-3/2}$, and the sum is of order $N^{-2}$.

The large Fejér $\sigma$ comes from the tails, not from the core. Summing the geometric series gives $p=\sin^2(N\varphi/2)/[N\sin^2(\varphi/2)]$, whose envelope falls as $\varphi^{-2}$, against $\varphi^{-4}$ for the Jackson form of part (e). The Fejér core is in fact sharper. For $N=128$ its full width at half maximum is 0.0435 against 0.0579, its height is $N/(2\pi)=20.4$ against 16.6, and it splits two equal peaks at a smaller separation. The price is weight spread far from the peak: about 6 % lies beyond $|x|=10/N$, against 0.5 % for Jackson. In the chain the spectral function at $E=0.025$ hartree, midway between two levels, is 0.22 instead of 0.010 hartree$^{-1}$. The Jackson kernel is optimal in the mean-square measure $W$, not in the full width at half maximum.

For a central width of 0.001 hartree the leading estimate is $N\simeq\pi a/\sigma_E=\pi\times0.125/0.001\simeq393$. The smallest sufficient value, found from the measured width, is $N=392$. Halving the width requires about twice as many moments.

The numerical check checks the optimum, the factors and the widths numerically.

## Computed values

```
Search over positive kernels, N = 8 (dimensionless)
  largest g_1 found by linear programming: 0.93969
  cos(pi/(N+1)):                           0.93969
  largest |g_n(search) - g_n(Jackson)|:    7.5e-05
  smallest sigma at centre only, search:   0.30902
  sin(pi/(N+2)):                           0.30902
  Jackson sigma at centre:                 0.32246
Jackson g_n, N = 8: 1.0000 0.9397 0.7920 0.5977 0.3971 0.2235 0.0977 0.0260
Measured width at centre and edge, in x (dimensionless)
  N =  32: sigma(0) = 0.093605, pi/N = 0.098175, ratio = 0.9534, sigma(1) = 0.016547
  N = 128: sigma(0) = 0.024256, pi/N = 0.024544, ratio = 0.9883, sigma(1) = 0.002144
  N = 512: sigma(0) = 0.006118, pi/N = 0.006136, ratio = 0.9971, sigma(1) = 0.000270
  largest relative width error: 7.5e-10 in 30 digits, 1.2e-07 in double precision
Line shape at centre, N = 128 (in x, dimensionless)
  full width at half maximum: 0.05792
  full width / sigma: 2.3880; Gaussian: 2.3548
  half-maximum point u = (N+1)*phi, large N: 3.7352
  peak height: 16.6401; Gaussian of same sigma: 16.4468
  Fejer sigma: 0.08839; Fejer/Jackson: 3.644
  centre-only lower bound: 0.024164; Jackson/bound: 1.00384
Five-site chain: hopping 0.05 hartree, a = 0.125 hartree, N = 128
  energies (hartree): -0.08660 -0.05000 0.00000 0.05000 0.08660
  end-site weights:   0.08333 0.25000 0.33333 0.25000 0.08333
  first moments mu_0..mu_4: 1.00000 0.00000 -0.68000 0.00000 0.12960
  sigma of zero-energy peak: 0.003032 hartree
  a*pi/N:                    0.003068 hartree
  spectral function at E = 0, Jackson: 44.374 1/hartree
  minimum for |x| < 0.95, Jackson: 7.68e-05 1/hartree
  minimum for |x| < 0.95, sharp truncation: -24.393 1/hartree
  weight within 0.025 hartree of E = 0: 0.33330
  smallest N with central sigma <= 0.001 hartree: 392
```
